**Laminar washout of a circular tube, with and without radial diffusion**

Without molecular diffusion, the flow-averaged outlet concentration of a purged tube is W = T²/(4t²) for t ≥ T/2, where t is the time since the inlet gas became clean and T is tube length divided by mean velocity. The program solves the viscous force balance numerically and asserts that sums over 40,000 rings of fluid reproduce this law, the area average T/(2t) and the remaining inventory T/(4t) to within 1%. It also asserts the tracer balance and the truncated first and second moments of the transit time. A random walk then adds radial diffusion; its mean transit time is asserted to stay at T within 1%, and its outlet curve to rise above the law at some time before 5T and to lie below it from 5T on. For a nitrogen line at 760 Torr with T = 0.100 s, the output shows a largest excess of 0.105 near 1.1 T and a curve below the law after about 2.1 T. Diffusion shortens the purge to 1% at the outlet from 0.50 s to 0.27 s, and to 1% inventory from 2.5 s to 0.23 s. The printed sizes of wall adsorption, valve time and entrance length are estimates from rough inputs.

## Program and output

```python
"""
Result under test: laminar tube flow without molecular diffusion, purged from
time 0, has the flow-averaged outlet concentration (relative to its start)
    W(t) = T^2 / (4 t^2)   for t >= T/2,
with T = length / mean velocity. The tracer fraction left INSIDE the tube is
a different quantity, T / (4 t), and the area-averaged outlet value is T/(2 t).
Working units: cm, s, unless a name says otherwise.
The checks use a numerical solution of the viscous force balance and explicit
sums over rings of fluid; a random walk then sizes the effect of diffusion.
"""
import numpy as np
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.constants import k as k_B, R as gas_constant, torr

# Rough typical values: nitrogen line for atmospheric-pressure deposition
radius = 0.5
length = 20.0
mean_velocity = 200.0
temperature_K = 400.0
pressure_torr = 760.0
diffusivity = 0.15             # precursor in nitrogen, cm^2/s
viscosity_Pa_s = 2.2e-5
molar_mass_kg = 0.028
precursor_torr = 0.1
monolayer_per_cm2 = 5e14
valve_time = 0.010
T = length / mean_velocity

# ---- velocity from the force balance, finite volumes in radius ----
n_cells = 40000
faces = np.linspace(0.0, radius, n_cells + 1)
centers = 0.5 * (faces[1:] + faces[:-1])
h = radius / n_cells
link = faces[1:-1] / h
bands = np.zeros((3, n_cells))
bands[0, 1:] = -link
bands[2, :-1] = -link
bands[1, :-1] += link
bands[1, 1:] += link
bands[1, -1] += radius / (h / 2)          # no slip at the wall
drive = 8 * mean_velocity / radius**2     # pressure gradient / viscosity
speed = solve_banded((1, 1), bands, drive * centers * h)
area = 2 * centers * h / radius**2        # area fraction of each ring
parabola = 2 * mean_velocity * (1 - centers**2 / radius**2)
assert np.max(np.abs(speed - parabola)) < 1e-4 * mean_velocity
assert abs(np.sum(speed * area) / mean_velocity - 1) < 1e-4


def outlet_flow_average(t):
    old_gas = speed * t < length
    return np.sum((speed * area)[old_gas]) / np.sum(speed * area)


def outlet_area_average(t):
    return np.sum(area[speed * t < length])


def inventory(t):
    return np.sum(area * np.maximum(0.0, 1 - speed * t / length))


def law(t):
    return T**2 / (4 * t**2)


# One ring more or less near the threshold limits the sums to below 1 percent
for x in (0.6, 0.75, 1.0, 2.0, 5.0, 25.0):
    t = x * T
    assert abs(outlet_flow_average(t) / law(t) - 1) < 0.01
    assert abs(outlet_area_average(t) / (T / (2 * t)) - 1) < 0.01
    assert abs(inventory(t) / (T / (4 * t)) - 1) < 0.01
assert abs(outlet_flow_average(0.49 * T) - 1) < 1e-12
assert abs(inventory(0.3 * T) - 0.7) < 1e-4

# Mass balance: loss rate of inventory equals outlet flow of tracer
t, dt = 1.5 * T, 0.01 * T
loss = (inventory(t - dt) - inventory(t + dt)) / (2 * dt)
assert abs(loss * T / outlet_flow_average(t) - 1) < 0.005

# Truncated moments of the transit-time density T^2/(2 t^3)
second_moments = []
for cut in (20 * T, 40 * T):
    left = length / speed < cut
    weight = (speed * area / mean_velocity)[left]
    transit = (length / speed)[left]
    first = np.sum(weight * transit)
    second = np.sum(weight * transit**2)
    second_moments.append(second / T**2)
    assert abs(first / (T * (1 - T / (2 * cut))) - 1) < 0.005
    assert abs(second / (0.5 * T**2 * np.log(2 * cut / T)) - 1) < 0.01

eps = 0.01
purge_outlet = T / (2 * np.sqrt(eps))
purge_inventory = T / (4 * eps)
assert abs(outlet_flow_average(purge_outlet) / eps - 1) < 0.01
assert abs(inventory(purge_inventory) / eps - 1) < 0.01

# ---- radial diffusion by random walk; axial diffusion left out ----
step_in_T = 0.002


def walk_washout(D, n, end_in_T, seed):
    """Fraction of flow-weighted entrants still inside after each step."""
    rng = np.random.default_rng(seed)
    strata = (np.arange(n) + rng.random(n)) / n
    x = radius * np.sqrt(1 - np.sqrt(strata))
    y = np.zeros(n)
    z = np.zeros(n)
    v = 2 * mean_velocity * (1 - x**2 / radius**2)
    tau = step_in_T * T
    jump = np.sqrt(2 * D * tau)
    inside = [1.0]
    for i in range(int(round(end_in_T / step_in_T))):
        if D > 0:
            x = x + jump * rng.standard_normal(x.size)
            y = y + jump * rng.standard_normal(x.size)
            r = np.sqrt(x * x + y * y)
            out = r > radius
            fold = (2 * radius - r[out]) / r[out]
            x[out] *= fold
            y[out] *= fold
            r[out] = 2 * radius - r[out]
            v_new = 2 * mean_velocity * (1 - r * r / radius**2)
        else:
            v_new = v
        z = z + 0.5 * (v + v_new) * tau
        v = v_new
        inside.append(np.count_nonzero(z < length) / n)
        if i % 10 == 9:
            keep = z < length
            x, y, z, v = x[keep], y[keep], z[keep], v[keep]
    return np.array(inside)


def at(curve, x):
    return curve[int(round(x / step_in_T))]


still = walk_washout(0.0, 20000, 3.0, 1)
weak = walk_washout(diffusivity / 100, 20000, 3.0, 2)
real = walk_washout(diffusivity, 100000, 12.0, 3)
for x in (0.75, 1.0, 2.0, 2.9):
    assert abs(at(still, x) - law(x * T)) < 0.002
for x in (1.0, 2.0):
    # sampling noise plus the small remaining diffusion effect
    assert abs(at(weak, x) - law(x * T)) < 0.01
mean_real = (np.sum(real) - 0.5 * (real[0] + real[-1])) * step_in_T
assert abs(mean_real - 1) < 0.01           # mean transit time is conserved

# With the mean conserved, diffusion cuts the late tail and must therefore
# raise the outlet curve above the diffusion-free law at some earlier time.
times_in_T = np.arange(real.size) * step_in_T
excess = real - law(np.maximum(times_in_T, 0.5) * T)
late = times_in_T >= 5.0
assert np.all(excess[late] < 0)
assert np.max(excess[~late]) > 0.01        # well above the sampling noise
peak = np.argmax(excess)
last_crossing = times_in_T[np.nonzero(excess > 0)[0][-1]]

left_real = np.cumsum(real[::-1])[::-1] * step_in_T - 0.5 * real * step_in_T
purge_real = np.argmax(real < eps) * step_in_T
purge_inv_real = np.argmax(left_real < eps) * step_in_T
assert 0 < purge_real < purge_outlet / T
assert 0 < purge_inv_real < purge_inventory / T

# ---- sizes of other neglected effects ----


def layer_minus_diffusion(t):
    layer = radius * (1 - np.sqrt(1 - T / (2 * t)))
    return layer - np.sqrt(diffusivity * t)


t_limit = brentq(layer_minus_diffusion, 0.5 * T, 100 * T)
density = pressure_torr * torr * molar_mass_kg / (gas_constant * temperature_K)
reynolds = density * mean_velocity * 0.01 * 2 * radius * 0.01 / viscosity_Pa_s
assert reynolds < 2000
calming = 0.06 * reynolds * 2 * radius
drop_Pa = viscosity_Pa_s * drive * 100 * length * 0.01
mix_time = radius**2 / diffusivity
mix_time_low = mix_time / pressure_torr    # D varies as 1/pressure
gas_per_cm3 = precursor_torr * torr / (k_B * temperature_K) * 1e-6
wall_ratio = 2 * monolayer_per_cm2 / (radius * gas_per_cm3)
axial_spread = np.sqrt(2 * diffusivity * T) / length

print(f"Tube radius: {radius:.2f} cm")
print(f"Tube length: {length:.1f} cm")
print(f"Mean velocity: {mean_velocity:.0f} cm/s")
print(f"Temperature: {temperature_K:.0f} K")
print(f"Pressure: {pressure_torr:.0f} Torr")
print(f"Precursor diffusivity (rough): {diffusivity:.2f} cm2/s")
print(f"Gas viscosity (rough): {viscosity_Pa_s:.1e} Pa s")
print(f"Mean residence time T: {T:.3f} s")
print(f"First clean gas at outlet, T/2: {T / 2:.3f} s")
print(f"Axis velocity, numerical: {speed[0]:.2f} cm/s")
print("No diffusion, ring sums: outlet flow avg, area avg, inventory")
for x in (0.6, 0.75, 1.0, 2.0, 3.0, 5.0):
    t = x * T
    print(f" t/T={x:.2f}: {outlet_flow_average(t):.4f},"
          f" {outlet_area_average(t):.4f}, {inventory(t):.4f} (fractions)")
print(f"Second moment cut at 20 T: {second_moments[0]:.3f} T^2")
print(f"Second moment cut at 40 T: {second_moments[1]:.3f} T^2")
print(f"Purge to 1% at outlet, no diffusion: {purge_outlet:.3f} s")
print(f"Purge to 1% inventory, no diffusion: {purge_inventory:.3f} s")
print("With radial diffusion, random walk: outlet flow average, law")
for x in (0.6, 0.75, 1.0, 2.0, 3.0, 4.0, 5.0):
    print(f" t/T={x:.2f}: {at(real, x):.3f}, {law(x * T):.3f} (fractions)")
print(f"Largest excess over the law: {excess[peak]:.3f} (fraction)")
print(f"Time of largest excess: {times_in_T[peak]:.1f} T")
print(f"Curve stays below the law after: {last_crossing:.1f} T")
print(f"Mean transit time with diffusion: {mean_real:.3f} T")
print(f"Diffusivity/100, outlet at 2 T: {at(weak, 2.0):.3f} (fraction)")
print(f"Purge to 1% at outlet, with diffusion: {purge_real * T:.2f} s")
print(f"Purge to 1% inventory, with diffusion: {purge_inv_real * T:.2f} s")
print(f"Wall layer equals diffusion length at: {t_limit / T:.2f} T")
print(f"Radial mixing time R^2/D at 760 Torr: {mix_time:.2f} s")
print(f"Radial mixing time R^2/D at 1 Torr: {mix_time_low:.4f} s")
print(f"Axial diffusion spread in T / length: {axial_spread:.4f} (ratio)")
print(f"Reynolds number: {reynolds:.0f} (dimensionless)")
print(f"Upstream calming length (rough rule): {calming:.0f} cm")
print(f"Pressure drop along tube: {drop_Pa:.1f} Pa")
print(f"Valve time (rough): {valve_time:.3f} s")
print(f"Valve time / (T/2): {valve_time / (T / 2):.2f} (ratio)")
print(f"Precursor partial pressure (rough): {precursor_torr:.1f} Torr")
print(f"Monolayer density (rough): {monolayer_per_cm2:.0e} per cm2")
print(f"Wall monolayer / gas inventory: {wall_ratio:.2f} (ratio)")
print("success")
```

It prints:

```
Tube radius: 0.50 cm
Tube length: 20.0 cm
Mean velocity: 200 cm/s
Temperature: 400 K
Pressure: 760 Torr
Precursor diffusivity (rough): 0.15 cm2/s
Gas viscosity (rough): 2.2e-05 Pa s
Mean residence time T: 0.100 s
First clean gas at outlet, T/2: 0.050 s
Axis velocity, numerical: 400.00 cm/s
No diffusion, ring sums: outlet flow avg, area avg, inventory
 t/T=0.60: 0.6944, 0.8333, 0.4167 (fractions)
 t/T=0.75: 0.4444, 0.6667, 0.3333 (fractions)
 t/T=1.00: 0.2500, 0.5000, 0.2500 (fractions)
 t/T=2.00: 0.0625, 0.2500, 0.1250 (fractions)
 t/T=3.00: 0.0278, 0.1667, 0.0833 (fractions)
 t/T=5.00: 0.0100, 0.1000, 0.0500 (fractions)
Second moment cut at 20 T: 1.845 T^2
Second moment cut at 40 T: 2.191 T^2
Purge to 1% at outlet, no diffusion: 0.500 s
Purge to 1% inventory, no diffusion: 2.500 s
With radial diffusion, random walk: outlet flow average, law
 t/T=0.60: 0.748, 0.694 (fractions)
 t/T=0.75: 0.522, 0.444 (fractions)
 t/T=1.00: 0.354, 0.250 (fractions)
 t/T=2.00: 0.069, 0.062 (fractions)
 t/T=3.00: 0.003, 0.028 (fractions)
 t/T=4.00: 0.000, 0.016 (fractions)
 t/T=5.00: 0.000, 0.010 (fractions)
Largest excess over the law: 0.105 (fraction)
Time of largest excess: 1.1 T
Curve stays below the law after: 2.1 T
Mean transit time with diffusion: 1.000 T
Diffusivity/100, outlet at 2 T: 0.067 (fraction)
Purge to 1% at outlet, with diffusion: 0.27 s
Purge to 1% inventory, with diffusion: 0.23 s
Wall layer equals diffusion length at: 1.11 T
Radial mixing time R^2/D at 760 Torr: 1.67 s
Radial mixing time R^2/D at 1 Torr: 0.0022 s
Axial diffusion spread in T / length: 0.0087 (ratio)
Reynolds number: 776 (dimensionless)
Upstream calming length (rough rule): 47 cm
Pressure drop along tube: 2.8 Pa
Valve time (rough): 0.010 s
Valve time / (T/2): 0.20 (ratio)
Precursor partial pressure (rough): 0.1 Torr
Monolayer density (rough): 5e+14 per cm2
Wall monolayer / gas inventory: 0.83 (ratio)
success
```
